\section*{Nuclear Polarizability Shift of Atomic S Levels from Two-Photon Exchange, part 2}

An electron in an S state polarizes an infinitely heavy nucleus at the origin, and the resulting level shift $\delta E$ is wanted. Units are Gaussian, $\alpha=e^2/\hbar c$, the electron has charge $-e$ and mass $m$, and $n=|\psi(0)|^2$. The nucleus, of charge number $Z$ and radius $R$, couples through $-\mathbf d\cdot\mathbf E(0)$. Its levels $j$, with substates $\mu$ and excitation energies $E_j=\epsilon_jmc^2$, obey
\begin{equation}
\sum_\mu\langle0|d_i|j\mu\rangle\langle j\mu|d_l|0\rangle=\tfrac13|d_j|^2\,\delta_{il},\qquad |d_j|^2=\sum_\mu|\langle j\mu|\mathbf d|0\rangle|^2 .
\label{iso}
\end{equation}
The static polarizability is $\alpha_E=\sum_j\alpha_j$, with $\alpha_j=2|d_j|^2/3E_j$. The static potential $V_{\rm stat}=-e^2\alpha_E/2r^4$, cut off at $r_c$, gives
\begin{equation}
\langle V_{\rm stat}\rangle\simeq-\frac{e^2\alpha_E}{2}\,n\int_{r_c}^\infty\frac{4\pi r^2\,dr}{r^4}=-\frac{2\pi e^2\alpha_E\,n}{r_c}.
\label{cut}
\end{equation}
The result to be derived from two-photon exchange is
\begin{equation}
\delta E=-5\,\alpha mc^2\,\alpha_E\,|\psi(0)|^2\left[\ln\frac{2\bar E}{mc^2}+\frac{19}{30}\right],\qquad \alpha mc^2=\frac{me^2c}{\hbar},
\label{result}
\end{equation}
for $Z\alpha\ll1$, $Z\alpha E_j\ll mc^2$ and $mc^2\ll E_j\ll\hbar c/R$, where $\bar E$ is a logarithmic mean of the $E_j$.

The plane-wave step takes the two-photon amplitude $M$ for an electron at rest, so that $\delta E=M(0,0)|\psi(0)|^2$. It neglects the Coulomb attraction while the nucleus is excited and presumes loop momenta of order $mc$ or more. The rest spinor $u$ obeys $u^\dagger\beta u=1$ and $u^\dagger\boldsymbol\alpha u=0$, and the free Hamiltonian is $H=\hbar c\,\boldsymbol\alpha\cdot\mathbf k+\beta mc^2$. With $y=\hbar k/mc$ and $x=\hbar\xi/mc^2$ at imaginary frequency $i\xi$, integration over $y$ gave
\begin{equation}
\delta E=-\alpha mc^2\,n\sum_j\alpha_jJ(\epsilon_j),\qquad J(\epsilon)=\int_0^\infty\frac{dx}{x}\,F(x)\,\frac{\epsilon^2}{\epsilon^2+x^2}.
\label{J}
\end{equation}
\begin{equation}
F=F_L+F_T=\frac8s+\frac{32}{s^3(s+2)} .
\label{F}
\end{equation}
Here $s^2=2+2\sqrt{1+4/x^2}$, or $x^2=16/[s^2(s^2-4)]$. The longitudinal (Coulomb) part $F_L=8/s$ and the transverse part $F_T$ contribute $J_L$ and $J_T$ to $J$. At large $x$,
\begin{equation}
F=5-\frac{15}{4x^2}+O(x^{-4}).
\label{Flarge}
\end{equation}
In the program's toy test, $g$ and $e$ are the couplings of a two-level nucleus and a two-level electron to one photon mode.

\section{The logarithm and its constant}

Let $\theta=\theta(x-1)$ be the unit step. Write $F=5\theta+(F-5\theta)$ and, in the second piece, $\epsilon^2/(\epsilon^2+x^2)=1-x^2/(\epsilon^2+x^2)$. This splits $J$ exactly into three terms:
\begin{equation}
J=5\int_1^\infty\frac{dx}x\frac{\epsilon^2}{\epsilon^2+x^2}+\int_0^\infty\frac{dx}x(F-5\theta)-\int_0^\infty\frac{dx}{x}(F-5\theta)\frac{x^2}{\epsilon^2+x^2}.
\label{split}
\end{equation}
In the first, $\epsilon^2/[x(\epsilon^2+x^2)]=1/x-x/(\epsilon^2+x^2)$ has the antiderivative $\ln[x/\sqrt{\epsilon^2+x^2}]$, which vanishes at infinity, so the term equals $\tfrac52\ln(1+\epsilon^2)=5\ln\epsilon+O(\epsilon^{-2})$. In the third, (\ref{Flarge}) contributes $+\tfrac{15}4\int_1^\infty dx/[x(\epsilon^2+x^2)]=\tfrac{15}{8}\epsilon^{-2}\ln(1+\epsilon^2)$. What is left of its integrand is bounded by $\epsilon^{-2}$ times an integrable function, since it falls as $x^{-3}$ above $x=1$. The second term is a pure number, the limit of $\int_0^XF\,dx/x-5\ln X$ for $X\to\infty$.

To find it put $t=s/2$, so that $x^2=1/[t^2(t^2-1)]$, $F_L=4/t$, $F_T=2/[t^3(t+1)]$, and
\begin{equation}
\frac{dx}x=-\left[\frac1t+\frac{t}{t^2-1}\right]dt .
\end{equation}
The point $x=0$ is $t=\infty$, and $x=X$ is $t=1+\eta$ with $X^2\to1/2\eta$, that is $2/\eta\to4X^2$. The longitudinal part is
\begin{equation}
4\int_{1+\eta}^\infty\left[\frac1{t^2}+\frac1{t^2-1}\right]dt=\frac4{1+\eta}+2\ln\frac{2+\eta}{\eta}\;\to\;4+2\ln\frac2\eta=4+4\ln2X .
\end{equation}
The transverse part is $2\int_{1+\eta}^\infty\{1/[t^4(t+1)]+1/[t^2(t+1)^2(t-1)]\}\,dt$. The partial fractions are
\begin{align}
\frac1{t^4(t+1)}&=\frac1{t^4}-\frac1{t^3}+\frac1{t^2}-\frac1t+\frac1{t+1},\\
\frac1{t^2(t+1)^2(t-1)}&=-\frac1{t^2}+\frac1t-\frac{1}{2(t+1)^2}-\frac{5}{4(t+1)}+\frac1{4(t-1)} .
\end{align}
The first has the antiderivative $-1/3t^3+1/2t^2-1/t+\ln[(t+1)/t]$, which vanishes at infinity and equals $-\tfrac56+\ln2$ at $t=1$, so its integral is $\tfrac56-\ln2$. The second has the antiderivative $1/t+1/[2(t+1)]+\ln t-\tfrac54\ln(t+1)+\tfrac14\ln(t-1)$. It vanishes at infinity because the coefficients of the logarithms add to zero, and it tends to $\tfrac54-\tfrac54\ln2+\tfrac14\ln\eta$ at the lower limit, so its integral is $-\tfrac54+\tfrac54\ln2-\tfrac14\ln\eta$. Adding and doubling,
\begin{equation}
2\left[-\frac5{12}+\frac14\ln2-\frac14\ln\eta\right]=-\frac56+\frac12\ln\frac2\eta=-\frac56+\ln2X .
\end{equation}
The second term of (\ref{split}) is therefore $5\ln2+4-\tfrac56=5\ln2+\tfrac{19}6$, and
\begin{equation}
J(\epsilon)=5\ln2\epsilon+\frac{19}6+\frac{15}4\frac{\ln\epsilon}{\epsilon^2}+O(\epsilon^{-2}).
\label{Jasym}
\end{equation}
The same split applied to each part gives $J_L\simeq4\ln2\epsilon+4$ and $J_T\simeq\ln2\epsilon-\tfrac56$. Quadrature gives the constants $4.000000$ and $-0.833333$. The coefficient of $\ln\epsilon/\epsilon^2$, taken from the exact $J$ at two large values of $\epsilon$, is $3.7486$ against $15/4$.

Keeping the first two terms of (\ref{Jasym}) in (\ref{J}), the sum over levels is $\sum_j\alpha_j[5\ln2\epsilon_j+19/6]$. Defining
\begin{equation}
\ln\frac{\bar E}{mc^2}=\frac1{\alpha_E}\sum_j\alpha_j\ln\frac{E_j}{mc^2}
\label{Ebar}
\end{equation}
and writing $19/6=5\cdot19/30$ gives (\ref{result}). The mean is weighted with the polarizability $\alpha_j\propto|d_j|^2/E_j$, so low-lying strength counts heavily. The condition $\epsilon_j\gg1$ must hold for every level that carries an appreciable part of $\alpha_E$; a large $\bar E$ alone does not ensure it.

\section{The Coulomb part without frequency rotation}

The longitudinal part can be obtained from ordinary perturbation theory, which shows which distances produce the logarithm. An electron at $\mathbf r$ makes the field $e\mathbf r/r^3$ at the origin, so $V=-e\,\mathbf d\cdot\mathbf r/r^3$. Since $\mathbf r/r^3=-\nabla(1/r)$, its Fourier transform is $-4\pi i\mathbf k/k^2$. The matrix element from the rest state to a plane wave $\mathbf k$ with spinor $v$, in the volume $1/n$, has the modulus $4\pi en\,|\langle j\mu|\mathbf d\cdot\hat{\mathbf k}|0\rangle|\,|v^\dagger u|/k$. By (\ref{iso}) the nuclear factor sums to $|d_j|^2/3=\alpha_jE_j/2$. With $w=\sqrt{1+y^2}$ the electron energy in units of $mc^2$, the projectors on positive and negative energy are $(w\pm H/mc^2)/2w$, and their expectation values in $u$ are $\Lambda_\pm=(w\pm1)/2w$.

Two processes depend on the presence of the electron. It can be scattered to a positive-energy state while the nucleus is excited, which contributes $-|V|^2/[mc^2(\epsilon+w-1)]$. Its presence also forbids a vacuum process in which a sea electron of energy $-w\,mc^2$ is lifted into the state $u$. That process would have contributed $-|V|^2/[mc^2(\epsilon+w+1)]$, and its removal contributes the same with a plus sign. The sum over $\mathbf k$ is $n^{-1}\int k^2dk/2\pi^2$, so for one level
\begin{equation}
\delta E_L=-16\pi^2e^2n\,\frac{\alpha_jE_j}2\,\frac1{2\pi^2}\int_0^\infty\frac{dk}{mc^2}\left[\frac{\Lambda_+}{\epsilon+w-1}-\frac{\Lambda_-}{\epsilon+w+1}\right].
\end{equation}
The prefactor is $4e^2n\alpha_jE_j$. With $dk/mc^2=dy/\hbar c$ and $E_j=\epsilon mc^2$ this is $-\alpha mc^2n\alpha_jJ_L$, where
\begin{equation}
J_L=4\epsilon\int_0^\infty dy\left[\frac{\Lambda_+}{\epsilon+w-1}-\frac{\Lambda_-}{\epsilon+w+1}\right]=4\epsilon\int_0^\infty dy\,\frac{\epsilon+2w}{w\,[(\epsilon+w)^2-1]} .
\label{time}
\end{equation}
The second form follows from $(w+1)(\epsilon+w+1)-(w-1)(\epsilon+w-1)=2\epsilon+4w$. The program compares the first form with the $F_L$ part of (\ref{J}) at four values of $\epsilon$; at $\epsilon=20$ both give $18.769853$.

For $\epsilon\gg1$ the integrand of (\ref{time}) has three regions. For $y\ll1$ it is $1/\epsilon$, so $dJ_L=4\,dy$. This is the static potential, since the momentum form of (\ref{cut}) is $-\tfrac12\alpha_Ee^2n\int(4\pi/k)^2k^2dk/2\pi^2=-4e^2\alpha_En\int dk=-\alpha mc^2\alpha_En\int4\,dy$. For $1\ll y\ll\epsilon$ both denominators are still close to $\epsilon$, so the nucleus still responds statically, but the weight is now $\Lambda_+-\Lambda_-=1/w\simeq1/y$, and $dJ_L=4\,dy/y$. The blocked pair process cancels the linear growth and leaves a logarithm. For $y\gg\epsilon$ the integrand is $2/y^2$ and the integral converges. The logarithm thus comes from distances between $\hbar c/E$ and $\hbar/mc$. Without the pair term the integrand would fall only as $1/2y$, and $J_L$ would grow by $2\epsilon$ per unit of $\ln y$ without limit; the program asserts this rate.

\section{Where the formula fails}

\subsection*{Low excitation energy}

For $\epsilon\ll1$ the integral (\ref{time}) is dominated by $y\sim\sqrt\epsilon\ll1$, where $\Lambda_+\to1$, $\Lambda_-\to0$ and $w-1\to y^2/2$. The transverse part is negligible: since $F_T\simeq2x^2$ for $x\ll1$ and levels off at $x\sim1$, it adds to $J$ only a term of order $\epsilon^2\ln(1/\epsilon)$, while the longitudinal part is of order $\sqrt\epsilon$. Then
\begin{equation}
J\to4\epsilon\int_0^\infty\frac{dy}{\epsilon+y^2/2}=4\epsilon\cdot\frac\pi2\sqrt{\frac2\epsilon}=2\pi\sqrt{2\epsilon}.
\label{NR}
\end{equation}
There is no logarithm. In the units of (\ref{J}) the cut static estimate (\ref{cut}) is $J=2\pi(\hbar/mc)/r_c$, so (\ref{NR}) corresponds to $r_c=\hbar/\sqrt{2mE}$, the reduced wavelength at which the kinetic energy equals the excitation energy. At $\epsilon=10^{-4}$ the exact $J$ and (\ref{NR}) both give $0.08886$, while the first two terms of (\ref{Jasym}) give $-39.4$, of the wrong sign. At $\epsilon=1$ they give $6.632$ against the exact $8.169$, low by 19 percent of the exact value. At $\epsilon=10$ they give $18.145$ against $18.224$, and at $\epsilon=100$, $29.658$ against $29.660$. The unexpanded form (\ref{J}) holds for $\sqrt\epsilon\gg Z\alpha$ and with $Z\alpha\,\epsilon$ small. For $\epsilon\ll1$ the argument of the part on binding applies with $r_{\min}\sim\hbar/\sqrt{2mE}$, and the relative error is of order $(Z\alpha/\sqrt\epsilon)\ln(\sqrt\epsilon/Z\alpha)$. This falls slowly and is still tens of percent at $\epsilon=100\,(Z\alpha)^2$. For an orbiting particle whose rest energy far exceeds the nuclear excitation energies, (\ref{NR}) is the relevant limit, provided that $\sqrt{E/mc^2}\gg Z\alpha$ and that the length $\hbar/\sqrt{2mE}$ is much larger than $R$.

\subsection*{Binding}

Momenta below $y_0$, with $y_0\ll1$ and $y_0^2\ll\epsilon$, contribute $4y_0$ to $J$, so the atomic region $y\sim Z\alpha$ carries a part of order $Z\alpha$, which confirms the premise of the plane-wave step. The first correction is enhanced by a logarithm. At distances beyond $\hbar/mc$, where for $\epsilon\gtrsim1$ the static potential holds, the density is not constant. For hydrogen-like S states $|\psi|^2\simeq n(1-2Zr/a_0)$ at $r\ll a_0/Z$, with $a_0=\hbar^2/me^2$. The linear term gives
\begin{equation}
-\frac{e^2\alpha_E}2\,n\left(-\frac{2Z}{a_0}\right)\int\frac{4\pi\,dr}{r}=+4\pi Z\frac{e^2}{a_0}\alpha_En\,\ln\frac{r_{\max}}{r_{\min}} .
\end{equation}
With $e^2/a_0=\alpha^2mc^2$, $r_{\min}\sim\hbar/mc$ and $r_{\max}\sim a_0/Z$, whose ratio is $1/Z\alpha$,
\begin{equation}
\Delta J_{\rm bind}\simeq-4\pi Z\alpha\ln\frac1{Z\alpha}.
\label{bind}
\end{equation}
This is only the term that carries $\ln(1/Z\alpha)$. The remaining terms of first order in $Z\alpha$ have not been derived, and they grow with $\epsilon$. For $y\gg\epsilon$ the $2/y^2$ tail of (\ref{time}) is what survives the cancellation of two terms of size $1/2y$. The Coulomb attraction at the distance $1/k$, of size $Z\alpha\,y$ in units of $mc^2$, lowers the first denominator and raises the second. The distortion of the bound state enters at the same order, so this picture gives only the scale. The sign follows from an identity. In units $\hbar=m=c=1$, for $y\gg\epsilon$ both denominators combine to $1/(H-E_{1S})$ with $H=\boldsymbol\alpha\cdot\mathbf p+\beta-Z\alpha/r$, and $J_L=(\epsilon/2n)\sum_i\langle\psi|(\hat r_i/r^2)(H-E_{1S})^{-1}(\hat r_i/r^2)|\psi\rangle$. Since $[\partial_i,H]=Z\alpha\,\hat r_i/r^2$, one has $(H-E_{1S})^{-1}(\hat r_i/r^2)\psi=-\partial_i\psi/Z\alpha$, and the sum is $-(1/2Z\alpha)\int r^{-2}\,\partial_r|\psi|^2\,d^3r$. At short distance the Dirac density varies as $r^{-(Z\alpha)^2}$ to leading order, which gives $dJ_L=\pi Z\alpha\,\epsilon\,dr/r$. This contribution of the Coulomb part is positive and is cut off only at the nuclear radius. The resulting term, of order $+Z\alpha\,\epsilon\ln(\hbar c/ER)$, opposes (\ref{bind}) and can outweigh it when $\epsilon\gg1$. The coefficient in (\ref{bind}) is tested in a Schr\"odinger model only. There the second-order shift for the 1S state is computed with the full Coulomb Green function, by solving the p-wave radial equation $(H-E_{1S}+E)f=\psi\,\hat{\mathbf r}/r^2$ on a grid, and divided by the plane-wave value (\ref{NR}). Equation (\ref{bind}) divided by (\ref{NR}) predicts the relative change $-Z\alpha\sqrt{2/\epsilon}\,\ln(1/Z\alpha)$. At $\epsilon=1$ the ratios are $0.97761$ for $Z\alpha=3\times10^{-3}$ and $0.99679$ for $Z\alpha=3\times10^{-4}$, and the coefficient of $Z\alpha\ln(1/Z\alpha)$ drawn from them is $-1.410$ against $-1.414$. When $Z\alpha$ is a few tenths, the atomic and Compton lengths are no longer separated, the factorization into $M(0,0)$ and $|\psi(0)|^2$ loses its basis, and (\ref{result}) should not be used.

\subsection*{Nuclear size}

The coupling $-\mathbf d\cdot\mathbf E(0)$ assumes $kR\ll1$. For $\epsilon\gtrsim1$ the integral converges at $k\sim E/\hbar c$, so the point-dipole form requires $ER/\hbar c\ll1$; for $\epsilon\ll1$ it converges at $k\sim\sqrt{2mE}/\hbar$ and the condition is $\sqrt{2mE}\,R/\hbar\ll1$. What follows takes $\epsilon\gtrsim1$. The integrand of (\ref{time}) has a tail that falls only as $1/y^2$, which makes the correction linear in $R$. For an estimate, note that a dipole transition density concentrated at radius $R$ multiplies the Coulomb vertex by $3j_1(kR)/kR\simeq1-k^2R^2/10$. Model the squared factor by $\exp(-k^2R^2/5)=\exp(-ay^2)$, $a=(mcR/\hbar)^2/5$. For $ER/\hbar c\to0$ the factor differs from one only where the integrand of (\ref{time}) is $2/y^2$. An integration by parts gives $\int_0^\infty(1-e^{-ay^2})\,dy/y^2=2a\int_0^\infty e^{-ay^2}dy=\sqrt{\pi a}$, so
\begin{equation}
\Delta J_L\to-8\epsilon\sqrt{\pi a}=-8\sqrt{\frac\pi5}\,\frac{ER}{\hbar c}.
\label{size}
\end{equation}
Quadrature at very small $R$ gives the coefficient $-6.337$ against the limit $-6.341$. The number depends on the assumed form factor, and the transverse part has not been treated, so (\ref{size}) indicates a scale and is not a correction to be applied.

\section{Worked example}

Take a hydrogen-like ion with $Z=2$, so $Z\alpha=0.01459$, and a model nucleus of infinite mass with two dipole levels: $\alpha_1=0.9\ {\rm fm^3}$ at $E_1=4$ MeV and $\alpha_2=0.1\ {\rm fm^3}$ at $E_2=20$ MeV, with $R=2$ fm. These are round parameters and describe no particular nucleus. The constants are $mc^2=0.510999$ MeV, $a_0=5.291772\times10^{-9}$ cm and $\alpha mc^2=5.97442\times10^{-9}$ erg.

The 1S function $(Z^3/\pi a_0^3)^{1/2}e^{-Zr/a_0}$ gives $n=8/\pi a_0^3=1.71845\times10^{25}\ {\rm cm^{-3}}$. With $\alpha_E=1\ {\rm fm^3}=10^{-39}\ {\rm cm^3}$, $\alpha_En=1.71845\times10^{-14}$, and the energy unit is
\begin{equation}
\alpha mc^2\alpha_En=5.97442\times10^{-9}\times1.71845\times10^{-14}\ {\rm erg}=1.02667\times10^{-22}\ {\rm erg}.
\end{equation}
The reduced energies are $\epsilon_1=4/0.510999=7.8278$ and $\epsilon_2=39.1390$, and $ER/\hbar c=0.0405$ and $0.2027$. The upper level is thus only moderately inside the point-dipole condition, but it carries a tenth of the polarizability. From (\ref{Ebar}), $\bar E=4^{0.9}\,20^{0.1}\ {\rm MeV}=4.6985$ MeV, $\bar E/mc^2=9.1947$, $\ln(\bar E/mc^2)=2.2186$ and $\ln(2\bar E/mc^2)=2.9118$. Formula (\ref{result}) gives
\begin{equation}
J=5\,(2.9118+0.6333)=17.7255,\qquad \delta E_{1S}=-1.02667\times10^{-22}\times17.7255\ {\rm erg}=-1.8198\times10^{-21}\ {\rm erg},
\end{equation}
or $\delta E/h=-274.6$ kHz. The unexpanded integral (\ref{J}) gives $J(\epsilon_1)=17.0349$ and $J(\epsilon_2)=24.9764$, against the asymptotic $16.9208$ and $24.9680$. Both exact values lie above the asymptotic ones, the sign of the logarithmic remainder in (\ref{Jasym}). The weighted sum is
\begin{equation}
J=0.9\times17.0349+0.1\times24.9764=17.8290,\qquad \delta E_{1S}=-1.8305\times10^{-21}\ {\rm erg},
\end{equation}
or $-276.3$ kHz. The asymptotic formula is $0.9942$ of this. The bare logarithm $5\ln(\bar E/mc^2)=11.0931$ gives $-1.1389\times10^{-21}$ erg, or $-171.9$ kHz, which is $0.6222$ of the unexpanded value; at these energies it misses 38 percent of the shift.

The longitudinal and transverse parts are $15.7053$ and $2.1237$. Their ratio is well above the $4:1$ of the logarithms because the constants have opposite signs: $4\times2.9118+4=15.65$ and $2.9118-0.83=2.08$.

The 2S function $(Z^3/8\pi a_0^3)^{1/2}(1-Zr/2a_0)e^{-Zr/2a_0}$ has one eighth of the 1S density at the origin, so $\delta E_{2S}=-2.2881\times10^{-22}$ erg, or $-34.5$ kHz. The lower level is pulled down more, and the 1S--2S interval grows by $7/8$ of the size of the 1S shift, $241.7$ kHz.

These digits compare approximations within the plane-wave, point-dipole model. The neglected effects are larger than the difference between the exact and asymptotic $J$. The binding logarithm (\ref{bind}) is $-0.775$, or $-4.3$ percent of $J=17.8290$. Here $Z\alpha\,\epsilon=0.11$ and $0.57$, so the upper level does not meet the condition $Z\alpha E_j\ll mc^2$ of (\ref{result}), the opposing term of order $Z\alpha\,\epsilon\ln(\hbar c/ER)$ is not small beside it, and this number sets a scale without fixing the sign of the binding correction. The size model, integrated numerically, gives $\Delta J_L=-0.322$, or $-1.8$ percent. The linear limit (\ref{size}) would give $-6.341\times(0.9\times0.0405+0.1\times0.2027)=-0.36$. It overshoots because the true integrand of (\ref{time}), about $(\epsilon+2y)/[y(\epsilon+y)^2]$ for $y\gg1$, lies below $2/y^2$, as $y(\epsilon+2y)<2(\epsilon+y)^2$ shows. The size estimate reduces the size of the shift, the net sign of the binding correction is not determined here, and the 1S result for this model is best stated as $-2.8\times10^2$ kHz with corrections of several percent.

The static estimate (\ref{cut}) cut at the nuclear radius corresponds to $J=2\pi\hbar/(mcR)$. Since $\hbar/(mcR)=\epsilon_1/(E_1R/\hbar c)=7.8278/0.0405\approx193$, this is $J\approx1.2\times10^3$, about seventy times the value $17.8$. The program that performs the tests and produces these numbers is printed below with its output.

\section*{Computed values}
\begin{verbatim}
toy g^2 e^2 coefficient: diagonalization -0.14631, formula -0.14631
k-quadrature at x=300: F_L = 3.999978, F_T = 0.999981
constants: Coulomb 4.000000, transverse -0.833333, sum 3.166667, sum/5 0.633333
coefficient of ln(eps)/eps^2 in remainder: 3.7486
eps=0.0001: J exact 0.08886, asymptotic -39.41930
eps=1: J exact 8.16921, asymptotic 6.63240
eps=10: J exact 18.22376, asymptotic 18.14533
eps=100: J exact 29.65989, asymptotic 29.65825
2 pi sqrt(2 eps) at eps=1e-4: 0.08886
J_L at eps=20: time-ordered 18.769853, rotated 18.769853
size: dJ_L/(E R/hbar c) = -6.337, limit -6.341
bound/plane-wave ratio: 0.97761 (Za=3e-3), 0.99679 (Za=3e-4)
coefficient of Za ln(1/Za): -1.410, predicted -1.414
Z = 2, Z alpha = 0.01459, R = 2.0 fm
alpha = 7.2973526e-03, m c^2 = 0.510999 MeV, a0 = 5.291772e-09 cm
alpha m c^2 = 5.97442e-09 erg
line a=0.9 fm^3, E=4.0 MeV: eps=7.8278, J=17.0349, asym=16.9208, ER/hc=0.0405
line a=0.1 fm^3, E=20.0 MeV: eps=39.1390, J=24.9764, asym=24.9680, ER/hc=0.2027
alpha_E = 1.00 fm^3, Ebar = 4.6985 MeV, Ebar/mc^2 = 9.1947
ln(Ebar/mc^2) = 2.2186, ln(2Ebar/mc^2) = 2.9118
|psi_1S(0)|^2 = 1.71845e+25 cm^-3, alpha_E |psi|^2 = 1.71845e-14
energy unit alpha m c^2 alpha_E |psi|^2 = 1.02667e-22 erg
J exact = 17.8290 (Coulomb 15.7053, transverse 2.1237)
J asymptotic = 17.7255, bare log 5 ln(Ebar/mc^2) = 11.0931
asymptotic/exact = 0.9942, bare log/exact = 0.6222
1S shift, exact: -1.8305e-21 erg = -276.3 kHz
1S shift, asymptotic: -1.8198e-21 erg = -274.6 kHz
1S shift, bare log: -1.1389e-21 erg = -171.9 kHz
2S shift, exact: -2.2881e-22 erg = -34.5 kHz
1S-2S interval change, exact: 241.7 kHz
binding estimate dJ = -0.775 (-4.3 percent)
size estimate dJ_L = -0.322 (-1.8 percent)
\end{verbatim}
